# Born-Huang Coupled Nuclear Equations and the First-Derivative Coupling, part 1

(Sections cited here and not found follow in the second part.)

## One nuclear coordinate

### What a single surface misses

Suppose that a nucleus is allowed to move on the lowest electronic energy surface and that the response of the electronic state to this motion is ignored. In the model below, the surface is a double well, and its two lowest vibrational levels are split by tunnelling. The single surface gives a splitting of $0.00180$ hartree. Diagonalizing the full Hamiltonian of electron and nucleus gives $0.00079$ hartree. The single-surface result is therefore too large by a factor

$$
\frac{0.0018019}{0.0007893}=2.28 .
$$

The surface itself is not at fault, since it is computed accurately. The missing terms come from the nuclear kinetic energy, which differentiates the electronic state as well as the nuclear amplitude. The task is to find these terms, with their signs and factors, to express the first-derivative coupling through quantities available at one nuclear position, and to relate the second-derivative term to that coupling and its slope.

Hartree atomic units are used, so $\hbar$ and the electron mass are one. Let $x$ be the position of one electron and $R$ that of one nucleus of mass $M$, both on a line. The Hamiltonian is

$$
H=-\frac{1}{2M}\frac{\partial^2}{\partial R^2}+h(R),
$$

$$
h(R)=-\frac12\frac{\partial^2}{\partial x^2}+bx^4-ax^2+gRx+\frac{k}{2}R^2 .
$$

The model parameters are $a=0.5$, $b=0.05$, $g=0.1$, $k=0.2$ and $M=100$. This mass is far below that of any real nucleus (a proton has about 1836), so the factor $2.28$ belongs to this mass; with the same potentials it is smaller for heavier nuclei. The electron sits in a double well, the term $gRx$ tilts that well, and the last term holds the nucleus. The derivation below does not depend on the form of these potentials. It requires that $h(R)$ be real and self-adjoint in the electronic space, that it contain no derivative with respect to $R$, and that its eigenstates can be chosen smooth in $R$.

### Expansion and product rule

At each fixed $R$, let

$$
h(R)\varphi_j(x;R)=E_j(R)\varphi_j(x;R),\qquad
\langle\varphi_i|\varphi_j\rangle=\delta_{ij}.
$$

Angle brackets mean integration over $x$ alone, so that $R$ remains a parameter. The states are taken real and smooth in $R$. This is possible here because the bound levels of a one-dimensional electron are nondegenerate. A prime denotes $\partial/\partial R$ at fixed $x$.

The electronic states are complete at each $R$. Any wavefunction can then be written as

$$
\Psi(x,R)=\sum_j\chi_j(R)\varphi_j(x;R),\qquad
\chi_j(R)=\langle\varphi_j|\Psi\rangle .
$$

This is not yet an approximation. The functions $\chi_j$ are amplitudes for finding the nucleus at $R$ with the electron in state $j$ belonging to that $R$.

The product rule, applied twice, gives

$$
(\chi_j\varphi_j)''=\chi_j''\varphi_j+2\chi_j'\varphi_j'+\chi_j\varphi_j'' .
$$

The factor 2 arises because the first derivative can fall on $\chi_j$ and the second on $\varphi_j$, or the reverse. Define

$$
d_{ij}=\langle\varphi_i|\varphi_j'\rangle,\qquad
G_{ij}=\langle\varphi_i|\varphi_j''\rangle .
$$

Since $h$ does not differentiate with respect to $R$, it passes through $\chi_j$:

$$
\langle\varphi_i|h|\chi_j\varphi_j\rangle=\chi_jE_j\delta_{ij}.
$$

Projection of $H\Psi$ on $\varphi_i$ therefore gives

$$
(H\Psi)_i=-\frac{1}{2M}\left[\chi_i''+\sum_j\left(2d_{ij}\chi_j'+G_{ij}\chi_j\right)\right]+E_i\chi_i. \tag{1}
$$

The basis functions do not depend on time, so $\langle\varphi_i|i\partial_t\Psi\rangle=i\partial_t\chi_i$. Setting this equal to (1) gives the coupled equations for one nuclear coordinate.

If the electronic states did not change with $R$, both $d$ and $G$ would vanish and each amplitude would move on its own surface. The coupling measures the change of the electronic state, which need not be small where the surface is smooth.

### Antisymmetry and the energy quotient

Differentiate the orthonormality condition. Its right side is constant, hence

$$
0=\langle\varphi_i'|\varphi_j\rangle+\langle\varphi_i|\varphi_j'\rangle
=d_{ji}+d_{ij}.
$$

The first term equals $d_{ji}$ because the states are real. Thus $d_{ij}=-d_{ji}$, and in particular $d_{ii}=0$. A normalized real state can change only in directions orthogonal to itself.

Next differentiate the electronic eigenvalue equation:

$$
h'\varphi_j+h\varphi_j'=E_j'\varphi_j+E_j\varphi_j' .
$$

Project on $\varphi_i$. Self-adjointness lets $h$ act to the left in the second term, where it gives $E_i$:

$$
\langle\varphi_i|h'|\varphi_j\rangle+E_id_{ij}
=E_j'\delta_{ij}+E_jd_{ij}. \tag{2}
$$

For $i=j$, the two terms containing $d_{ii}$ cancel and $E_i'=\langle\varphi_i|h'|\varphi_i\rangle$. This is the Hellmann-Feynman relation for the slope of a surface. For $i\ne j$, moving $E_id_{ij}$ to the right gives

$$
\langle\varphi_i|h'|\varphi_j\rangle=(E_j-E_i)d_{ij}.
$$

If the energies differ, division is allowed:

$$
d_{ij}=\frac{\langle\varphi_i|h'|\varphi_j\rangle}{E_j-E_i},
\qquad i\ne j. \tag{3}
$$

The denominator is a signed difference: the energy of the differentiated state comes first. Exchanging $i$ and $j$ leaves the real numerator unchanged and reverses the denominator, which reproduces the antisymmetry. A positive gap in both elements would contradict it.

In the model $h'=gx+kR$. The part $kR$ is a number as far as the electron is concerned, so it has no off-diagonal element. The numerator is $g\langle\varphi_i|x|\varphi_j\rangle$.

### Limit of two electronic states

Near $R=0$ the two lowest surfaces are close together and far from the third. The levels at $R=0$ are $-0.6327$, $-0.5765$ and $0.2547$ hartree. It is natural to keep only the two lowest states at $R=0$, called $u_1$ and $u_2$. Each has definite parity, so the diagonal elements of $x$ vanish; their parities are opposite, so the off-diagonal element can be nonzero.

Let $\Delta$ be their gap and $f=g\langle u_1|x|u_2\rangle$. After subtraction of the common energy, the electronic matrix is

$$
W(R)=\begin{pmatrix}-\Delta/2&fR\\ fR&\Delta/2\end{pmatrix}.
$$

Its eigenvalues are $\pm\Gamma/2$, with $\Gamma=\sqrt{\Delta^2+4f^2R^2}$. Write the eigenstates as

$$
\varphi_1=\cos\theta\,u_1-\sin\theta\,u_2,\qquad
\varphi_2=\sin\theta\,u_1+\cos\theta\,u_2 .
$$

The off-diagonal element of $W$ between them is

$$
-\frac{\Delta}{2}\sin2\theta+fR\cos2\theta .
$$

It vanishes when $\tan2\theta=2fR/\Delta$. Since $u_1$ and $u_2$ are fixed, differentiation of $\varphi_2$ gives $\theta'\varphi_1$, and hence $d_{12}=\theta'$. Differentiating the angle,

$$
d_{12}=\frac12\,\frac{2f/\Delta}{1+4f^2R^2/\Delta^2}
=\frac{f\Delta}{\Gamma^2}. \tag{4}
$$

The quotient gives the same result by another path. The gradient matrix has off-diagonal elements $f$ in the basis $u_1,u_2$. Between the eigenstates its element is $f\cos2\theta=f\Delta/\Gamma$, and division by $\Gamma$ gives (4).

The printed values at the origin are $\Delta=0.056217$ hartree and $f=0.191084$ hartree/bohr. Therefore

$$
d_{12}(0)=\frac{0.191084}{0.056217}=3.399\ \text{bohr}^{-1}.
$$

Away from the origin, (4) is an approximation to the model, because other electronic states also mix in. At $R=0.1$ bohr,

$$
\Gamma=\sqrt{0.056217^2+(2\times0.191084\times0.1)^2}=0.06798,
$$

$$
d_{12}\simeq\frac{0.191084\times0.056217}{0.06798^2}=2.32\ \text{bohr}^{-1}.
$$

The full electronic calculation gives $2.33$. At $R=1$ bohr the corresponding numbers are $0.072$ and $0.083$, so the two-state value is low by about 13 percent of the full one. The states omitted from $W$ are responsible, since nothing else was changed.

| $R$ | $E_2-E_1$ | $\langle1\lvert h'\rvert2\rangle$ | $d_{12}$ |
|---:|---:|---:|---:|
| 0.0 | 0.0562 | 0.1911 | 3.399 |
| 0.1 | 0.0679 | 0.1584 | 2.332 |
| 0.5 | 0.1985 | 0.0559 | 0.282 |
| 1.0 | 0.3840 | 0.0319 | 0.083 |

Energies are in hartree and lengths in bohr. The coupling falls by a factor 40.9 between the first and last rows. The smaller gap at the origin does not explain all of this: the gap changes by a factor $1/0.1464=6.83$, and the gradient element by $5.99$. Their product is 40.9. In the two-state limit the gradient element is itself proportional to $1/\Gamma$, which is why the coupling varies as $1/\Gamma^2$.

The program tests (3) by differentiating the numerical eigenvectors directly. At all five tabulated positions in its output the two results agree within the asserted tolerance, as does the antisymmetry.

Equation (4) also shows what the coupling does. As $R$ runs from large negative to large positive values, $2\theta$ runs from $-\pi/2$ to $\pi/2$. Thus

$$
\int_{-\infty}^{\infty}d_{12}\,dR=\frac{\pi}{2}
$$

in the two-state limit, whatever the value of $\Delta>0$. Reducing the gap makes the coupling higher and narrower, while the total rotation of the electronic states stays fixed.

### The second derivative and Hermiticity

The matrix $G$ need not be computed from second derivatives of eigenstates. Differentiate the definition of $d_{ij}$:

$$
d_{ij}'=\langle\varphi_i'|\varphi_j'\rangle+G_{ij}.
$$

Insert the complete set of electronic states in the first term. For real states $\langle\varphi_i'|\varphi_k\rangle=d_{ki}=-d_{ik}$, so

$$
\langle\varphi_i'|\varphi_j'\rangle
=\sum_k\langle\varphi_i'|\varphi_k\rangle\langle\varphi_k|\varphi_j'\rangle
=-\sum_kd_{ik}d_{kj}.
$$

Consequently

$$
G=d'+dd, \tag{5}
$$

where $dd$ is a matrix product. Let $\chi$ be the column of amplitudes. Expansion of a squared derivative gives

$$
(\partial_R+d)^2\chi
=\chi''+(d\chi)'+d\chi'+dd\chi
=\chi''+2d\chi'+(d'+dd)\chi .
$$

Equation (1) therefore has the compact form

$$
H\chi=\left[-\frac{1}{2M}(\partial_R+d)^2+E\right]\chi, \tag{6}
$$

with $E$ the diagonal matrix of surfaces.

The first-derivative term by itself is not Hermitian, although $d$ is antisymmetric. Put $A=-(1/M)d\,\partial_R$. For real amplitude columns $u$ and $v$ that vanish at the ends, integration by parts and $d^T=-d$ give

$$
\int (Au)^Tv\,dR=-\frac1M\int u^T(dv)'\,dR .
$$

Subtract this from $\int u^TAv\,dR=-(1/M)\int u^Tdv'\,dR$. The terms with $v'$ cancel, leaving

$$
\int u^TAv\,dR-\int(Au)^Tv\,dR
=\frac1M\int u^Td'v\,dR .
$$

The term $-(1/2M)d'$ in (1) is an antisymmetric matrix. Its own defect is twice its expectation between $u$ and $v$, namely $-(1/M)\int u^Td'v\,dR$. The two defects cancel. The remaining matrix $dd$ is symmetric. For the program's unnormalized trial amplitudes the first term alone has a defect of magnitude $0.0151$, which falls below $10^{-8}$ when the $d'$ term is included. Keeping $2d\,\partial_R$ and discarding all of $G$ would thus spoil conservation of probability.

Equation (1) is also tested as a whole at $R=0.1$ bohr. A trial wavefunction with three electronic components is differentiated directly, without use of $d$ or $G$. For component 1, the three parts of the formula add to

$$
-0.60381+0.00888+0.07292=-0.52201 ,
$$

which is also the direct value. The units are hartree times the amplitude. At this point, and for this trial function, the second-derivative term is larger than the first-derivative term.

## Many nuclei, phases and a finite number of states

### Symbols and results carried over

The electronic states $\varphi_j$ satisfy $h\varphi_j=E_j\varphi_j$ at fixed nuclear position, and $\chi_j$ are their nuclear amplitudes. Brackets integrate over electrons only. The coupling $d_{ij}=\langle\varphi_i|\varphi_j'\rangle$ follows from the gradient element divided by $E_j-E_i$. For one coordinate, the second-derivative matrix is $G=d'+dd$, and the nuclear operator is $-(\partial_R+d)^2/(2M)+E$. In the model, $M=100$, the gap at $R=0$ is $0.0562$ hartree, and $d_{12}(0)=3.399$ bohr$^{-1}$.

### General equations

Let $R$ now denote all nuclear positions, and let nucleus $\alpha$ have mass $M_\alpha$ and gradient $\nabla_\alpha$. The Hamiltonian is

$$
H=-\sum_\alpha\frac{\nabla_\alpha^2}{2M_\alpha}+h(R).
$$

The operator $h$ contains the electronic kinetic energy and all potential energies, including nuclear repulsion. Electron positions are measured in the laboratory frame and held fixed in $\nabla_\alpha$. Coordinates measured from a moving nuclear origin would add kinetic cross terms. The electronic set must be complete in the space allowed by electron antisymmetry; sums over states include integrals over the continuum.

The states may now be complex. They are assumed smooth in the region considered. Define

$$
d_{ij}^{\alpha}=\langle\varphi_i|\nabla_\alpha\varphi_j\rangle,\qquad
G_{ij}^{\alpha}=\langle\varphi_i|\nabla_\alpha^2\varphi_j\rangle .
$$

For each nucleus the product rule reads

$$
\nabla_\alpha^2(\chi_j\varphi_j)=\varphi_j\nabla_\alpha^2\chi_j
+2(\nabla_\alpha\varphi_j)\cdot\nabla_\alpha\chi_j
+\chi_j\nabla_\alpha^2\varphi_j .
$$

Multiplication by $-1/(2M_\alpha)$, summation and projection on $\varphi_i$ give the Born-Huang equations:

$$
\begin{aligned}
i\partial_t\chi_i={}&\left[-\sum_\alpha\frac{\nabla_\alpha^2}{2M_\alpha}+E_i\right]\chi_i\\
&-\sum_{\alpha,j}\frac{1}{2M_\alpha}
\left[2d_{ij}^{\alpha}\cdot\nabla_\alpha+G_{ij}^{\alpha}\right]\chi_j .
\end{aligned} \tag{7}
$$

Differentiating orthonormality now requires a complex conjugate:

$$
0=\langle\nabla_\alpha\varphi_i|\varphi_j\rangle+d_{ij}^{\alpha}
=(d_{ji}^{\alpha})^*+d_{ij}^{\alpha}. \tag{8}
$$

Each Cartesian component of $d^\alpha$ is an anti-Hermitian matrix in the electronic indices. Its diagonal elements obey $d_{ii}=-d_{ii}^*$, so they are imaginary and need not vanish.

The derivative of the eigenvalue equation, projected as in (2), gives

$$
\langle\varphi_i|\nabla_\alpha h|\varphi_j\rangle+E_id_{ij}^{\alpha}
=\delta_{ij}\nabla_\alpha E_j+E_jd_{ij}^{\alpha}.
$$

For distinct states with different energies,

$$
d_{ij}^{\alpha}=\frac{\langle\varphi_i|\nabla_\alpha h|\varphi_j\rangle}{E_j-E_i}. \tag{9}
$$

The numerator is Hermitian because $\nabla_\alpha h$ is Hermitian, and the denominator changes sign under exchange. Equation (9) therefore agrees with (8). For $i=j$, the coupling cancels from the projected equation, which leaves the diagonal element undetermined.

The coupled equations for many nuclei are now established, and each off-diagonal first-derivative coupling between states of different energy follows from a gradient element divided by a signed energy difference. What remains is the undetermined diagonal coupling, the second-derivative term for many nuclei, the effect of keeping only a finite number of states, and the conditions under which one surface is enough.
